# Parry's Ewald sum for charged planes and the double-layer potential step: a numerical check

```python
"""
Parry's Ewald formula for charges periodic in x, y and finite in z.
Result under test, for a neutral cell of area A (Hartree atomic units):
  potential = near part + wave part + zero part, where per unit charge
  near: sum over lattice vectors R of erfc(eta*r)/r
  wave: sum over G != 0 of cos(G.rho) * wave_kernel(|G|, s, eta) / A
  zero: zero_kernel(s, eta) / A
Here s is the height above the source charge, rho the lateral separation,
eta the splitting parameter. The in-plane mean of the total is the potential
of charged plates, -2*pi*|s|/A per unit charge, and the step across the
layer is 4*pi*(dipole along z)/A.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf, erfc, erfcx

PI = np.pi
ROOT_PI = np.sqrt(PI)
VOLT = physical_constants["atomic unit of electric potential"][0]


def lattice(cell, n):
    k = np.arange(-n, n + 1)
    i, j = np.meshgrid(k, k, indexing="ij")
    return np.column_stack((i.ravel(), j.ravel())) @ cell


def cell_area(cell):
    return abs(np.linalg.det(cell))


def half_kernel(g, s, eta):
    """exp(g*s)*erfc(g/(2 eta)+eta*s), arranged to avoid overflow."""
    x = g / (2 * eta) + eta * s
    scaled = np.exp(-(g / (2 * eta))**2 - (eta * s)**2)
    scaled = scaled * erfcx(np.maximum(x, 0.0))
    plain = np.exp(np.minimum(g * s, 0.0)) * erfc(x)
    return np.where(x > 0, scaled, plain)


def wave_kernel(g, s, eta):
    return PI / g * (half_kernel(g, s, eta) + half_kernel(g, -s, eta))


def zero_kernel(s, eta):
    return -2 * PI * (s * erf(eta * s)
                      + np.exp(-(eta * s)**2) / (eta * ROOT_PI))


def ewald_parts(point, charges, sites, cell, eta, own=None):
    """Near, wave and zero parts; own = index of a charge at the point."""
    area = cell_area(cell)
    shifts = lattice(cell, 10)
    waves = lattice(2 * PI * np.linalg.inv(cell).T, 10)
    waves = waves[np.linalg.norm(waves, axis=1) > 1e-9]
    g = np.linalg.norm(waves, axis=1)
    near = wave = zero = 0.0
    for j, q in enumerate(charges):
        lateral = point[:2] - sites[j, :2]
        s = point[2] - sites[j, 2]
        dist = np.sqrt(np.sum((lateral - shifts)**2, axis=1) + s * s)
        if j == own:
            dist = dist[dist > 1e-9]
            near -= 2 * eta / ROOT_PI * q
        near += q * np.sum(erfc(eta * dist) / dist)
        wave += q * np.sum(np.cos(waves @ lateral)
                           * wave_kernel(g, s, eta)) / area
        zero += q * zero_kernel(s, eta) / area
    return np.array([near, wave, zero])


def ewald(point, charges, sites, cell, eta=0.6, own=None):
    return ewald_parts(point, charges, sites, cell, eta, own).sum()


def disc_sum(point, charges, sites, cell, radius, own=None):
    """Plain Coulomb sum over all whole cells within a disc."""
    longest = np.linalg.norm(cell, axis=1).max()
    shifts = lattice(cell, int(radius * longest / cell_area(cell)) + 2)
    shifts = shifts[np.linalg.norm(shifts, axis=1) <= radius]
    total = np.zeros(len(shifts))
    for j, q in enumerate(charges):
        lateral = point[:2] - sites[j, :2]
        s = point[2] - sites[j, 2]
        dist = np.sqrt(np.sum((lateral - shifts)**2, axis=1) + s * s)
        if j == own:
            dist[dist < 1e-9] = np.inf
        total += q / dist
    return total.sum()


def direct(point, charges, sites, cell, own=None):
    """Disc sums extrapolated linearly in 1/radius to infinite radius."""
    radius = 801.3
    small = disc_sum(point, charges, sites, cell, radius, own)
    large = disc_sum(point, charges, sites, cell, 2 * radius, own)
    return 2 * large - small


def plates(z, charges, sites, cell):
    return -2 * PI / cell_area(cell) * np.sum(charges * abs(z - sites[:, 2]))


# --- kernels against quadrature of their defining integrals ---
for g, s, eta in [(0.7, 0.0, 0.5), (1.3, 1.8, 0.6), (2.1, -0.9, 1.1)]:
    value = quad(lambda t: np.exp(-(g / (2 * t))**2 - (s * t)**2) / t**2,
                 0, eta, epsabs=1e-12, epsrel=1e-11)[0]
    assert abs(2 * ROOT_PI * value - wave_kernel(g, s, eta)) < 1e-8
for s, eta in [(0.4, 0.5), (-1.7, 0.8), (3.0, 1.2)]:
    value = quad(lambda t: np.expm1(-(s * t)**2) / t**2, 0, eta,
                 epsabs=1e-12, epsrel=1e-11)[0]
    change = zero_kernel(s, eta) - zero_kernel(0.0, eta)
    assert abs(2 * ROOT_PI * value - change) < 1e-8
    # in-plane integral of the near part turns smeared plates into sharp ones
    mean = quad(lambda p: 2 * PI * p * erfc(eta * np.hypot(p, s))
                / np.hypot(p, s), 0, 12 / eta, epsabs=1e-12, limit=200)[0]
    closed = 2 * PI * (np.exp(-(eta * s)**2) / (eta * ROOT_PI)
                       - abs(s) * erfc(eta * abs(s)))
    assert abs(mean - closed) < 1e-8
    assert abs(mean + zero_kernel(s, eta) + 2 * PI * abs(s)) < 1e-8

# --- oblique cell, three charges, dipole also in the plane ---
ocell = np.array([[4.0, 0.0], [1.3, 4.6]])
ocharges = np.array([0.5, 0.3, -0.8])
osites = np.array([[0.0, 0.0, 0.0], [1.7, 0.9, 1.1], [2.2, 3.1, 2.7]])
opoint = np.array([0.8, 1.9, 1.6])

t = 0.3
rho = opoint[:2]
left = np.sum(np.exp(-t**2 * np.sum((rho - lattice(ocell, 10))**2, axis=1)))
gvec = lattice(2 * PI * np.linalg.inv(ocell).T, 10)
right = PI / (cell_area(ocell) * t**2) * np.sum(
    np.exp(-np.sum(gvec**2, axis=1) / (4 * t**2)) * np.cos(gvec @ rho))
assert abs(left - right) < 1e-11

values = [ewald(opoint, ocharges, osites, ocell, e) for e in (0.4, 0.6, 0.9)]
assert np.ptp(values) < 1e-10
oblique_direct = direct(opoint, ocharges, osites, ocell)
assert abs(values[1] - oblique_direct) < 1e-5
for i in range(3):
    site_values = [ewald(osites[i], ocharges, osites, ocell, e, own=i)
                   for e in (0.4, 0.9)]
    assert np.ptp(site_values) < 1e-10
    assert abs(site_values[0]
               - direct(osites[i], ocharges, osites, ocell, own=i)) < 1e-5

mesh = [(i + 0.5) / 16 for i in range(16)]
for z in (-0.9, 1.9, 4.0):
    samples = [ewald(np.append(np.array([u, v]) @ ocell, z),
                     ocharges, osites, ocell) for u in mesh for v in mesh]
    assert abs(np.mean(samples) - plates(z, ocharges, osites, ocell)) < 1e-7

# --- worked example: square lattice, two oppositely charged planes ---
a, d, q = 5.0, 2.0, 0.1
cell = a * np.eye(2)
area = cell_area(cell)
charges = np.array([q, -q])
sites = np.array([[0.0, 0.0, d / 2], [a / 2, a / 2, -d / 2]])
aligned = np.array([[0.0, 0.0, d / 2], [0.0, 0.0, -d / 2]])
dipole = np.sum(charges * sites[:, 2])
step = 4 * PI * dipole / area
far = 12.0


def step_between(method, layout):
    top = method(np.array([0.0, 0.0, far]), charges, layout, cell)
    bottom = method(np.array([0.0, 0.0, -far]), charges, layout, cell)
    return top - bottom


step_ewald = step_between(ewald, sites)
step_direct = step_between(direct, sites)
step_aligned = step_between(direct, aligned)
assert abs(step_ewald - step) < 1e-6
assert abs(step_direct - step) < 1e-5
assert abs(step_aligned - step) < 1e-5

print("Model: square lattice, +q plane above -q plane")
print(f"lattice constant a = {a:.1f} bohr, plane spacing d = {d:.1f} bohr")
print(f"charge q = {q:.2f} e, cell area A = {area:.1f} bohr^2")
print(f"sheet density q/A = {q / area:.5f} e/bohr^2")
print(f"dipole per cell = {dipole:.3f} e bohr")
print("Potentials below in hartree/e")
print("Ewald parts at x=y=0, z=3 bohr (eta in 1/bohr):")
probe = np.array([0.0, 0.0, 3.0])
totals = []
for eta in (0.4, 0.8):
    n_part, w_part, z_part = ewald_parts(probe, charges, sites, cell, eta)
    totals.append(n_part + w_part + z_part)
    print(f" eta={eta:.1f} near={n_part:.8f} wave={w_part:.8f}"
          f" zero={z_part:.8f} total={totals[-1]:.8f}")
assert abs(totals[0] - totals[1]) < 1e-10
probe_direct = direct(probe, charges, sites, cell)
assert abs(probe_direct - totals[0]) < 1e-5
print(f" direct disc sum, extrapolated: {probe_direct:.6f}")

print("Zero part alone against sharp plates:")
for z in (0.5, 1.0, 3.0, 6.0):
    smeared = [np.sum(charges * zero_kernel(z - sites[:, 2], e)) / area
               for e in (0.4, 0.8)]
    sharp = plates(z, charges, sites, cell)
    print(f" z={z:.1f} bohr: eta=0.4 {smeared[0]:.6f},"
          f" eta=0.8 {smeared[1]:.6f}, plates {sharp:.6f}")
    if z == 0.5:
        assert abs(smeared[0] - smeared[1]) > 1e-3
    if z == 6.0:
        assert abs(smeared[1] - sharp) < 1e-6

print("Profiles: line P through +q, line M through -q, and plates")
for z in (-6.0, -3.0, 0.0, 3.0, 6.0):
    on_plus = ewald(np.array([0.0, 0.0, z]), charges, sites, cell)
    on_minus = ewald(np.array([a / 2, a / 2, z]), charges, sites, cell)
    print(f" z={z:4.1f} bohr: P {on_plus:9.6f}, M {on_minus:9.6f},"
          f" plates {plates(z, charges, sites, cell):9.6f}")

g1 = 2 * PI / a
print(f"shortest G = {g1:.5f} 1/bohr")
print("Difference P - M, and its leading harmonic:")
for z in (3.0, 6.0):
    gap = (ewald(np.array([0.0, 0.0, z]), charges, sites, cell)
           - ewald(np.array([a / 2, a / 2, z]), charges, sites, cell))
    leading = 32 * PI * q / (area * g1) * np.cosh(g1 * d / 2) * np.exp(-g1 * z)
    print(f" z={z:.1f} bohr: {gap:.4e}, leading {leading:.4e}")
    if z == 6.0:
        assert abs(gap / leading - 1) < 2e-3

site_plus = ewald(sites[0], charges, sites, cell, own=0)
site_minus = ewald(sites[1], charges, sites, cell, own=1)
assert abs(site_plus - direct(sites[0], charges, sites, cell, own=0)) < 1e-5
energy = 0.5 * q * (site_plus - site_minus)
plate_plus = plates(d / 2, charges, sites, cell)
plate_minus = plates(-d / 2, charges, sites, cell)
plate_energy = 0.5 * q * (plate_plus - plate_minus)
print(f"site potential at +q = {site_plus:.6f}, at -q = {site_minus:.6f}")
print(f"plate potential at the +q plane = {plate_plus:.6f}")
print(f"energy per cell: point charges {energy:.6f} hartree,"
      f" plates {plate_energy:.6f} hartree")

print(f"Step 4 pi p/A = {step:.6f} hartree/e = {step * VOLT:.4f} V")
print(f"step from Ewald, z = +-{far:.0f} bohr: {step_ewald:.6f}")
print(f"step from direct sums: {step_direct:.6f}")
print(f"step from direct sums, -q right below +q: {step_aligned:.6f}")
print(f"mean field strength between planes = {step / d:.6f} hartree/(e bohr)")
print(f"Oblique test cell: Ewald {values[1]:.6f}, direct {oblique_direct:.6f}")
print("all tests passed")
```

It prints:

```
Model: square lattice, +q plane above -q plane
lattice constant a = 5.0 bohr, plane spacing d = 2.0 bohr
charge q = 0.10 e, cell area A = 25.0 bohr^2
sheet density q/A = 0.00400 e/bohr^2
dipole per cell = 0.200 e bohr
Potentials below in hartree/e
Ewald parts at x=y=0, z=3 bohr (eta in 1/bohr):
 eta=0.4 near=0.01287930 wave=0.00164815 zero=0.04489953 total=0.05942699
 eta=0.8 near=0.00118258 wave=0.00816023 zero=0.05008418 total=0.05942699
 direct disc sum, extrapolated: 0.059427
Zero part alone against sharp plates:
 z=0.5 bohr: eta=0.4 0.010639, eta=0.8 0.018030, plates 0.025133
 z=1.0 bohr: eta=0.4 0.020545, eta=0.8 0.032722, plates 0.050265
 z=3.0 bohr: eta=0.4 0.044900, eta=0.8 0.050084, plates 0.050265
 z=6.0 bohr: eta=0.4 0.050205, eta=0.8 0.050265, plates 0.050265
Profiles: line P through +q, line M through -q, and plates
 z=-6.0 bohr: P -0.050112, M -0.050435, plates -0.050265
 z=-3.0 bohr: P -0.044855, M -0.059427, plates -0.050265
 z= 0.0 bohr: P  0.057091, M -0.057091, plates -0.000000
 z= 3.0 bohr: P  0.059427, M  0.044855, plates  0.050265
 z= 6.0 bohr: P  0.050435, M  0.050112, plates  0.050265
shortest G = 1.25664 1/bohr
Difference P - M, and its leading harmonic:
 z=3.0 bohr: 1.4572e-02, leading 1.4010e-02
 z=6.0 bohr: 3.2311e-04, leading 3.2299e-04
site potential at +q = -0.022903, at -q = 0.022903
plate potential at the +q plane = 0.050265
energy per cell: point charges -0.002290 hartree, plates 0.005027 hartree
Step 4 pi p/A = 0.100531 hartree/e = 2.7356 V
step from Ewald, z = +-12 bohr: 0.100531
step from direct sums: 0.100531
step from direct sums, -q right below +q: 0.100531
mean field strength between planes = 0.050265 hartree/(e bohr)
Oblique test cell: Ewald -0.004626, direct -0.004625
all tests passed
```
